# Closure of PAW pair densities: core and partial-wave deficits

## Problem

GW and RPA calculations are built from the pair densities $\langle f|e^{i\mathbf q\cdot\mathbf r}|i\rangle$ of one-electron states. Their squares, summed over final states, can be used to check a projector augmented-wave (PAW) calculation.

Take one electron (spin plays no part) in the model potential

$$V(r)=-\frac{1+7e^{-2r}}{r}$$

inside a hard-walled sphere of radius 10 bohr. Hartree atomic units are used. The parameters are round numbers and stand for no particular element. The 1s state is the core, and the initial state $i$ is the valence 2p state, averaged over its three values of $m$. A radial function times $r$ is written $u$, with $\int u^2dr=1$; $u_i$ belongs to the 2p state.

The smooth PAW partner $\tilde u$ of $u_i$ equals $u_i$ beyond $r_c=1.5$ bohr. Inside, it is a combination of $r^2,r^4,r^6,r^8$ that matches $u_i$ in value and three derivatives at $r_c$.

(a) Evaluate $S(q)=\sum_f|\langle f|e^{i\mathbf q\cdot\mathbf r}|i\rangle|^2$ over a complete set of final states, and resolve it into final angular momenta $l$.

(b) By how much does $S$ change when the core state is omitted?

(c) The PAW data set describes the s and p channels completely but has no partial waves for $l\ge2$. By how much does $S$ change now?

(d) Add d partial waves one at a time. How is closure restored, and does an exact amplitude to a low-lying d state show that the d set is sufficient?

(e) Can a larger number of empty states repair the deficits?

## Solution

### (a) The complete sum

The eigenstates of the Hamiltonian are complete, $\sum_f|f\rangle\langle f|=1$, so

$$S=\sum_f\langle i|e^{-i\mathbf q\cdot\mathbf r}|f\rangle\langle f|e^{i\mathbf q\cdot\mathbf r}|i\rangle=\langle i|e^{-i\mathbf q\cdot\mathbf r}e^{i\mathbf q\cdot\mathbf r}|i\rangle=1 .$$

The sum includes core states, occupied states and $i$ itself. It is therefore not the sum over occupied-to-empty transitions that enters an independent-particle polarizability.

To resolve $S$ by channel, fix one final radial function $u_f$ with angular momentum $l$. Sum over its $m'$ and average over the initial $m$. The addition theorem,

$$\sum_m Y_{lm}(\mathbf n)Y^*_{lm}(\mathbf n')=\frac{2l+1}{4\pi}P_l(\mathbf n\cdot\mathbf n'),$$

used once for each state, turns the angular part of the squared amplitude into

$$\frac13\,\frac{3}{4\pi}\,\frac{2l+1}{4\pi}\iint d\Omega\,d\Omega'\,P_1(\mathbf n\cdot\mathbf n')P_l(\mathbf n\cdot\mathbf n')\,e^{iqr\,\hat{\mathbf q}\cdot\mathbf n}e^{-iqr'\hat{\mathbf q}\cdot\mathbf n'} .$$

The Legendre recurrence gives

$$P_1P_l=\frac{(l+1)P_{l+1}+lP_{l-1}}{2l+1}.$$

For each resulting $P_L$, insert the plane-wave expansion

$$e^{iqr\,\hat{\mathbf q}\cdot\mathbf n}=\sum_L i^L(2L+1)j_L(qr)P_L(\hat{\mathbf q}\cdot\mathbf n).$$

Since $\int d\Omega'P_L(\mathbf n\cdot\mathbf n')P_K(\mathbf n'\cdot\hat{\mathbf q})=\delta_{LK}\frac{4\pi}{2L+1}P_L(\mathbf n\cdot\hat{\mathbf q})$, the integral over $\Omega'$ is $4\pi(-i)^Lj_L(qr')P_L(\mathbf n\cdot\hat{\mathbf q})$. The remaining integral over $\Omega$ gives $4\pi i^Lj_L(qr)$. The phases cancel, the factors $(4\pi)^2$ and $2l+1$ cancel the prefactors, and the state contributes

$$l\,R_{l-1}^2+(l+1)R_{l+1}^2,\qquad R_L=\int u_f\,j_L(qr)\,u_i\,dr. \tag{1}$$

For $l=0$ only the second term is present.

The radial functions of one channel are complete, so $\sum_fR_L^2=\int u_i^2j_L^2dr$. A given $j_L^2$ comes from $l=L+1$ with weight $L+1$ and from $l=L-1$ with weight $L$, together $2L+1$. Averaging $|e^{iqr\,\hat{\mathbf q}\cdot\mathbf n}|^2=1$ over directions gives $\sum_L(2L+1)j_L^2=1$, because the Legendre cross terms vanish. Hence $S=\int u_i^2dr=1$ again. Explicit sums over the computed states, with $l$ up to 42, give 1.000000 at all four values of $q$ tested.

### (b) The omitted core state

The 1s state has $l=0$, so (1) leaves only $L=1$, with weight 1. Its removal lowers the sum by

$$C(q)=\left[\int u_{1s}\,j_1(qr)\,u_i\,dr\right]^2\ge0 .$$

For small $q$, $j_1(qr)\approx qr/3$, and

$$C\approx\frac{q^2}{9}\left[\int u_{1s}\,r\,u_i\,dr\right]^2=0.00127\,q^2,$$

with $q$ in bohr$^{-1}$. This is the dipole coupling between core and valence. At $q=2$ bohr$^{-1}$ the full formula gives $C=0.0040$. At large $q$, $j_1(qr)\to0$ at every $r>0$, so $C$ finally returns to zero.

This deficit is a true property of the valence subspace: the valence amplitudes are still right. It becomes an error when a quantity needs the core contribution, as the exchange part of a self-energy does.

### (c) No partial waves for $l\ge2$

The PAW pair density is

$$\langle\tilde f|e^{i\mathbf q\cdot\mathbf r}|\tilde i\rangle+\sum_{kj}\langle\tilde f|p_k\rangle\left(\langle\phi_k|e^{i\mathbf q\cdot\mathbf r}|\phi_j\rangle-\langle\tilde\phi_k|e^{i\mathbf q\cdot\mathbf r}|\tilde\phi_j\rangle\right)\langle p_j|\tilde i\rangle, \tag{2}$$

where $\phi_k$ are partial waves, $\tilde\phi_k$ their smooth partners and $p_k$ the projectors. The 2p state is taken as one of the p partial waves, so $\langle p_j|\tilde i\rangle$ is 1 for that wave and 0 for the others.

A final channel without partial waves has no correction term, and its states are not transformed: $\tilde f=f$. (Here $f$ is taken as an eigenstate of $V$. In an actual PAW calculation such a channel feels a smooth local potential instead; this changes individual amplitudes and sums with an energy cutoff, but not the sum over the complete channel.) The amplitude is then (1) with $\tilde u$ in place of $u_i$. Radial completeness still applies, so channel $l$ loses

$$\int(u_i^2-\tilde u^2)\left[l\,j_{l-1}^2+(l+1)j_{l+1}^2\right]dr .$$

Over all $l$ the brackets add up to 1. The s channel takes $j_1^2$ of this and the p channel $j_0^2+2j_2^2$; both are treated as exact. The loss from $l\ge2$ is therefore

$$D(q)=\int_0^{r_c}(u_i^2-\tilde u^2)\left(1-j_0^2-j_1^2-2j_2^2\right)dr. \tag{3}$$

The second bracket is a sum of squares and cannot be negative. It tends to 1 at large $q$, so a smooth partner with more charge inside $r_c$ than $u_i$ would make $D$ negative there and push the sum above its proper value. Here the 2p state has charge 0.7099 inside $r_c$ and its smooth partner 0.4257. The difference $u_i^2-\tilde u^2$ is positive throughout $0<r<r_c$, so $D$ is positive at every $q>0$.

For small $q$, $j_0^2\approx1-q^2r^2/3$, $j_1^2\approx q^2r^2/9$, and $j_2^2$ is of order $q^4$. The bracket becomes $(\frac13-\frac19)q^2r^2=\frac29q^2r^2$, and

$$D\approx\frac{2q^2}{9}\int_0^{r_c}(u_i^2-\tilde u^2)r^2dr=0.0271\,q^2 .$$

Near $q=0$ the total is dominated by the term $f=i$, so a check of $S$ alone is insensitive to missing d waves there. The sum over the other final states is itself of order $q^2$: the term $f=i$ is $(\int u_i^2j_0\,dr)^2+2(\int u_i^2j_2\,dr)^2\approx1-\frac{q^2}{3}\int u_i^2r^2dr$, which leaves $0.705\,q^2$ for the others. The missing partial waves remove about 4% of that. In the opposite limit all $j_L(qr)$ vanish at fixed $r>0$, and $D$ tends to the whole augmentation charge, $0.7099-0.4257=0.2842$. That is also the deficit at every $q$ if $\tilde u$ is paired with the untransformed all-electron final states of all channels, core included: these are complete and orthonormal, so the sum is $\int\tilde u^2dr=0.7158$. Merely dropping the second term of (2) is a different case, because the smooth s and p final states are orthonormal only under the PAW overlap operator and do not satisfy $\sum_f|\tilde f\rangle\langle\tilde f|=1$.

With both omissions the sum is $1-C-D$:

| $q$ (bohr$^{-1}$) | $C$ | $D$ | PAW valence sum |
|---|---|---|---|
| 0.5 | 0.0003 | 0.0066 | 0.9931 |
| 1 | 0.0012 | 0.0249 | 0.9740 |
| 2 | 0.0040 | 0.0783 | 0.9176 |
| 4 | 0.0087 | 0.1630 | 0.8283 |

The last column comes from explicit sums over final states, with exact amplitudes in the s and p channels. At $q=2$ bohr$^{-1}$, for instance, the formulas give $1-0.0040-0.0783=0.9177$, which agrees within the rounding of the terms. In this model the partial-wave deficit is about twenty times the core deficit at that $q$.

### (d) Restoring the d channel

To keep the algebra short, the d partial waves are left unsmoothed, $\tilde\phi_k=\phi_k$. The final states then remain untransformed, and the only error left is the incompleteness of the set. (A set with smoothed d waves would transform the final states too, and the formulas below would need extra terms.)

As partial waves take $N$ of the d eigenfunctions, with energies $-0.01$, 2.70, 8.98 and 18.86 hartree. The projectors are confined to $r<r_c$:

$$p_k=\sum_j g\,\phi_j\,(B^{-1})_{jk},\qquad B_{jk}=\langle\phi_j|g|\phi_k\rangle,\qquad g=\left(1-\frac{r^2}{r_c^2}\right)^2,$$

which ensures $\langle\phi_j|p_k\rangle=\delta_{jk}$.

Let $\Delta=u_i-\tilde u$. The bracket in (2) reduces to $\langle\phi_k|j_Lu_i\rangle-\langle\phi_k|j_L\tilde u\rangle=\langle\phi_k|j_L\Delta\rangle$, so the radial amplitude is

$$M_L=\langle f|j_L\tilde u\rangle+\sum_k\langle f|p_k\rangle\langle\phi_k|j_L\Delta\rangle .$$

The exact one is $R_L=\langle f|j_L\tilde u\rangle+\langle f|j_L\Delta\rangle$. Subtracting,

$$R_L-M_L=\langle f|e_L\rangle,\qquad e_L=j_L\Delta-\sum_kp_k\langle\phi_k|j_L\Delta\rangle. \tag{4}$$

Thus $M_L=\langle f|j_Lu_i-e_L\rangle$, and completeness gives $\sum_fM_L^2=\langle j_Lu_i-e_L|j_Lu_i-e_L\rangle$. Expanding the square and subtracting it from $\langle j_Lu_i|j_Lu_i\rangle$, with the weights of (1) for $l=2$, gives the d deficit

$$D_d=\sum_{L=1,3}w_L\left(2\langle j_Lu_i|e_L\rangle-\langle e_L|e_L\rangle\right),\qquad w_1=2,\quad w_3=3 .$$

Without partial waves $e_L=j_L\Delta$, and $2u_i\Delta-\Delta^2=u_i^2-\tilde u^2$ recovers the result of (c).

At $q=2$ bohr$^{-1}$, where the exact d-channel sum is 0.2718:

| $N$ | $D_d$ | $\sum_Lw_L\sum_f(R_L-M_L)^2$ |
|---|---|---|
| 0 | 0.06678 | 0.01577 |
| 1 | 0.02226 | 0.00734 |
| 2 | 0.00265 | 0.00123 |
| 3 | 0.00025 | 0.00013 |
| 4 | 0.00004 | 0.00002 |

The third column is the safer measure of quality, because the two terms of $D_d$ can cancel whereas squared errors cannot.

An exact low-lying amplitude does not show that the set is sufficient. If the final state is itself a partial wave $\phi_j$, then (4) gives

$$\langle\phi_j|e_L\rangle=\langle\phi_j|j_L\Delta\rangle-\sum_k\delta_{jk}\langle\phi_k|j_L\Delta\rangle=0 .$$

With $N=1$ the amplitude to the lowest d state is therefore exact, yet a third of the original d deficit remains, $0.0223/0.0668=0.33$. It belongs to final states at other energies, whose shape inside $r_c$ one wave cannot represent.

The number of waves needed grows with $q$: at $q=8$ bohr$^{-1}$ the same four waves still leave 0.011 of an initial d deficit of 0.049.

At $q=2$ bohr$^{-1}$ the channels $l\ge3$ still lack partial waves and keep a deficit of 0.0115. With four d waves the sum is $1-0.0040-0.0115-0.00004=0.984$.

### (e) More empty states

The deficits $C$ and $D$ were found with all valence and empty states of the model included, so further empty states cannot remove them. The cure for $C$ is to include the core state, and the cure for $D$ is to add partial waves.

A finite list of empty states causes a third deficit. With all-electron amplitudes at $q=2$ bohr$^{-1}$, the valence sum should reach $1-C=0.9960$. Final states below 2, 5, 20 and 80 hartree give 0.5826, 0.9359, 0.9953 and 0.9960. The low-cutoff values depend on the box, which discretizes the continuum: for radii of 12 and 14 bohr the first becomes 0.63 and 0.61, and the second moves by about 0.002. At the 5 hartree cutoff the missing part, 0.060, is close in size to $D=0.078$. The sum over states must therefore be converged before a remaining deficit is assigned to the core or to the partial waves.

The numerical check checks these formulas against explicit sums over states, and the angular weights for the 1s and d final states against direct angular integration.

## Calculated quantities

```
Model: V = -[1 + 7 exp(-2 r)]/r
box radius 10.0 bohr, r_c 1.5 bohr
basis functions per channel 90, largest final l 42
1s core energy    -20.28548 hartree
2s valence energy -1.03003 hartree
2p initial energy -0.49477 hartree
2p charge inside r_c     0.709893
pseudo charge inside r_c 0.425710
pseudo norm 0.715818, augmentation charge 0.284182
q in 1/bohr; full sum; core deficit C; deficit D; PAW sum
q 0.5: 1.000000  0.000313  0.006630  0.993057
q 1.0: 1.000000  0.001198  0.024852  0.973950
q 2.0: 1.000000  0.004041  0.078332  0.917628
q 4.0: 1.000000  0.008657  0.163030  0.828313
small-q coefficient of C: 0.001270 bohr^2
small-q coefficient of D: 0.027116 bohr^2
d channel at q = 2.0 1/bohr
d partial-wave energies (hartree): -0.0087, 2.6971, 8.9775, 18.8580
exact d-channel sum 0.271795
waves; d deficit; summed squared amplitude error
0: 0.0667835  1.577e-02
1: 0.0222555  7.335e-03
2: 0.0026461  1.229e-03
3: 0.0002531  1.263e-04
4: 0.0000424  2.409e-05
deficit left in channels l >= 3: 0.011548
PAW sum with 4 d waves: 0.984369
all-electron valence sum at q = 2.0 1/bohr with energy cutoff
cutoff 2 hartree: sum 0.582618, still missing 4.13e-01
cutoff 5 hartree: sum 0.935887, still missing 6.01e-02
cutoff 20 hartree: sum 0.995307, still missing 6.52e-04
cutoff 80 hartree: sum 0.995957, still missing 2.71e-06
limit without cutoff 0.995959
```
